# Lattice-gas adsorption isotherms and critical temperatures compared with the Ising model: a program that tests the result

```python
# Lattice gas with attractive neighbours: isotherms and critical temperatures.
# Results under test (x = epsilon/kT, eta = exp(x), theta = coverage,
# z = coordination, activity = K*p):
#   Fowler-Guggenheim: activity = theta/(1-theta) * exp(-z*x*theta),
#                      kTc = z*epsilon/4
#   quasi-chemical:    activity = theta/(1-theta)
#                                * (2*(1-theta)/(b+1-2*theta))**z,
#                      b = sqrt(1+4*(eta-1)*theta*(1-theta)),
#                      kTc = epsilon/(2*ln(z/(z-2)))
#   exact square lattice: kTc = epsilon/(2*ln(1+sqrt(2)))
# The pair energy is -epsilon. Energies are in rydberg (Ry).
import numpy as np
from scipy.constants import k as k_boltzmann, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln


def log_fg(theta, x, z):
    return np.log(theta / (1 - theta)) - z * x * theta


def b_factor(theta, x):
    return np.sqrt(1 + 4 * np.expm1(x) * theta * (1 - theta))


def log_qc(theta, x, z):
    b = b_factor(theta, x)
    return (np.log(theta / (1 - theta))
            + z * np.log(2 * (1 - theta) / (b + 1 - 2 * theta)))


def site_terms(theta):
    return theta * np.log(theta) + (1 - theta) * np.log(1 - theta)


# --- Fowler-Guggenheim against an explicit sum: every site coupled to all
sites = 20000
number = np.arange(sites + 1)
log_weight = (gammaln(sites + 1) - gammaln(number + 1)
              - gammaln(sites - number + 1)
              + number * log_fg(0.3, 0.8, 4)
              + 4 * 0.8 * number**2 / (2 * sites))
weight = np.exp(log_weight - log_weight.max())
assert abs((weight @ number) / weight.sum() / sites - 0.3) < 1e-3


# --- quasi-chemical isotherm against minimization of the pair free energy
def pair_free_energy(theta, x, z):
    def value(y):
        y11, y00 = theta - y, 1 - theta - y
        bonds = (y11 * np.log(y11) + 2 * y * np.log(y)
                 + y00 * np.log(y00))
        return z / 2 * (bonds - x * y11) - (z - 1) * site_terms(theta)
    top = min(theta, 1 - theta)
    found = minimize_scalar(value, bounds=(1e-9, top - 1e-9),
                            method="bounded", options={"xatol": 1e-11})
    return found.fun


for z in (3, 4, 6):
    for theta in (0.2, 0.45, 0.7):
        step = 1e-3
        slope = (pair_free_energy(theta + step, 0.7, z)
                 - pair_free_energy(theta - step, 0.7, z)) / (2 * step)
        assert abs(slope - log_qc(theta, 0.7, z)) < 1e-4

# --- quasi-chemical isotherm against the root site of a deep tree
for z in (3, 4, 6):
    x, theta = 0.5, 0.3
    activity = np.exp(log_qc(theta, x, z))
    branch = activity
    for _ in range(2000):
        branch = activity * ((1 + np.exp(x) * branch)
                             / (1 + branch))**(z - 1)
    root = activity * ((1 + np.exp(x) * branch) / (1 + branch))**z
    assert abs(root / (1 + root) - theta) < 1e-9

# --- for a chain (z = 2) the quasi-chemical isotherm is exact
for x in (0.8, 3.0):
    activity = np.exp(log_qc(0.3, x, 2))
    chain = np.array([[1, np.sqrt(activity)],
                      [np.sqrt(activity), activity * np.exp(x)]])
    vector = np.linalg.eigh(chain)[1][:, -1]
    assert abs(vector[1]**2 - 0.3) < 1e-10

# --- slope formulas and particle-hole symmetry
for theta in (0.12, 0.35, 0.6):
    x, z, step = 1.1, 4, 1e-5
    base = 1 / (theta * (1 - theta))
    slopes = (base - z * x,
              base * (1 - z / 2 + z / (2 * b_factor(theta, x))))
    for log_activity, expected in zip((log_fg, log_qc), slopes):
        slope = (log_activity(theta + step, x, z)
                 - log_activity(theta - step, x, z)) / (2 * step)
        assert abs(slope - expected) < 1e-6
        mirror = log_activity(theta, x, z) + log_activity(1 - theta, x, z)
        assert abs(mirror + z * x) < 1e-10


# --- critical couplings from the first loss of monotonicity
def smallest_slope(x, z, log_activity):
    theta, step = np.linspace(0.05, 0.95, 181), 1e-4
    return np.min(log_activity(theta + step, x, z)
                  - log_activity(theta - step, x, z)) / (2 * step)


for z in (3, 4, 6):
    x_fg = brentq(smallest_slope, 0.1, 4, args=(z, log_fg))
    x_qc = brentq(smallest_slope, 0.1, 4, args=(z, log_qc))
    assert abs(1 / x_fg - z / 4) < 1e-5
    assert abs(1 / x_qc - 1 / (2 * np.log(z / (z - 2)))) < 1e-5


# --- square-lattice gas on an infinitely long periodic strip
def strip_matrix(width, x, log_activity):
    rows = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    rows = rows.astype(float)
    pairs = np.sum(rows * np.roll(rows, 1, axis=1), axis=1)
    filled = rows.sum(axis=1)
    half = (x * pairs + log_activity * filled) / 2
    matrix = np.exp(half[:, None] + half[None, :] + x * rows @ rows.T)
    return matrix, filled / width, pairs / width


def strip_state(width, x, log_activity):
    matrix, filled, pairs = strip_matrix(width, x, log_activity)
    last = len(matrix) - 1
    value, vector = eigh(matrix, subset_by_index=[last, last])
    probability = vector[:, 0]**2
    return (np.log(value[0]) / width, probability @ filled,
            probability @ pairs)


def strip_top_two(width, x):
    values = np.linalg.eigvalsh(strip_matrix(width, x, -2 * x)[0])
    return np.log(values[-1]), np.log(values[-2])


# --- fermion formula for the leading even and odd Ising eigenvalues
def dual(coupling):
    return np.arctanh(np.exp(-2 * coupling))


def ising_top_two(width, coupling):
    partner = dual(coupling)

    def mode(q):
        return np.arccosh(np.cosh(2 * coupling) * np.cosh(2 * partner)
                          - np.sinh(2 * coupling) * np.sinh(2 * partner)
                          * np.cos(q))
    even_q = (2 * np.arange(width) + 1) * np.pi / width
    odd_q = 2 * np.arange(1, width) * np.pi / width
    prefactor = width / 2 * np.log(2 * np.sinh(2 * coupling))
    return (prefactor + mode(even_q).sum() / 2,
            prefactor + mode(odd_q).sum() / 2 - (partner - coupling))


# The lattice-gas strip must agree after the spin mapping and its constant.
for width in (6, 8):
    for x in (1.2, 1.6, 2.0):
        gas = np.array(strip_top_two(width, x))
        ising = np.array(ising_top_two(width, x / 4)) - width * x / 2
        assert np.max(np.abs(gas - ising)) < 1e-8

# Wide strips: finite inverse correlation length above Tc, zero below.
for x in (1.6, 1.9):
    even, odd = ising_top_two(400, x / 4)
    limit = max(0.0, 2 * (dual(x / 4) - x / 4))
    assert abs(even - odd - limit) < 1e-8


# --- exact critical point located from lattice-gas strips alone
def crossing(width):
    def difference(x):
        small, large = strip_top_two(width, x), strip_top_two(width + 2, x)
        return (width * (small[0] - small[1])
                - (width + 2) * (large[0] - large[1]))
    return 1 / brentq(difference, 1.6, 1.9, xtol=1e-9)


t_fg = 4 / 4
t_qc = 1 / (2 * np.log(4 / (4 - 2)))
t_exact = 1 / (2 * np.log(1 + np.sqrt(2)))
cross_4, cross_6 = crossing(4), crossing(6)
assert abs(cross_6 / t_exact - 1) < 5e-3
assert abs(cross_6 - t_exact) < abs(cross_4 - t_exact)
assert t_fg > t_qc > t_exact

# --- worked example
epsilon = 0.004
rydberg_joule = physical_constants["Rydberg constant times hc in J"][0]
kelvin_per_ry = rydberg_joule / k_boltzmann
print(f"pair attraction epsilon = {epsilon:.4f} Ry")
print("coordination number z = 4")
print(f"1 Ry / k = {kelvin_per_ry:.1f} K")
for name, value in (("Fowler-Guggenheim", t_fg),
                    ("quasi-chemical", t_qc), ("exact", t_exact)):
    print(f"{name}: kTc/epsilon = {value:.4f}")
    print(f"{name}: kTc = {value * epsilon:.6f} Ry, "
          f"Tc = {value * epsilon * kelvin_per_ry:.1f} K")
    print(f"{name}: Tc / exact Tc = {value / t_exact:.3f}")
print(f"strip crossing, widths 4 and 6: kTc/epsilon = {cross_4:.4f}")
print(f"strip crossing, widths 6 and 8: kTc/epsilon = {cross_6:.4f}")

kt_high = 0.005
x = epsilon / kt_high
print(f"one-phase example: kT = {kt_high:.4f} Ry, "
      f"T = {kt_high * kelvin_per_ry:.1f} K, x = {x:.3f}")
for ratio in (0.5, 0.8):
    log_activity = np.log(ratio) - 2 * x
    cover = [brentq(lambda t: f(t, x, 4) - log_activity, 1e-9, 1 - 1e-9)
             for f in (log_fg, log_qc)]
    log_sum, cover_10, _ = strip_state(10, x, log_activity)
    cover_8 = strip_state(8, x, log_activity)[1]
    assert abs(cover_10 - cover_8) < 1e-3
    assert abs(cover[1] - cover_10) < abs(cover[0] - cover_10)
    grid = np.linspace(0.001, 0.999, 999)
    product_sum = np.max(log_activity * grid + 2 * x * grid**2
                         - site_terms(grid))
    assert log_sum > product_sum
    print(f"p/p(half) = {ratio:.1f}: coverage FG = {cover[0]:.4f}, "
          f"QC = {cover[1]:.4f}")
    print(f"p/p(half) = {ratio:.1f}: coverage strip 10 = {cover_10:.4f}, "
          f"strip 8 = {cover_8:.4f}")

pair_fg = 0.5**2
pair_qc = 0.5 - 0.5 / (1 + b_factor(0.5, x))
_, half_cover, pair_strip = strip_state(10, x, -2 * x)
assert abs(half_cover - 0.5) < 1e-9
assert pair_fg < pair_qc < pair_strip
print(f"occupied-pair probability at half coverage: FG = {pair_fg:.4f}, "
      f"QC = {pair_qc:.4f}, strip 10 = {pair_strip:.4f}")

kt_low = 0.0025
x = epsilon / kt_low
print(f"lower-temperature example: kT = {kt_low:.4f} Ry, "
      f"T = {kt_low * kelvin_per_ry:.1f} K, x = {x:.3f}")
for name, log_activity in (("FG", log_fg), ("QC", log_qc)):
    low = brentq(lambda t: log_activity(t, x, 4) + 2 * x, 1e-6, 0.499)
    print(f"{name} coexisting coverages = {low:.4f} and {1 - low:.4f}")
inverse_length = 2 * (dual(x / 4) - x / 4)
assert inverse_length > 0 and kt_low > t_exact * epsilon
print(f"Ising coupling J/kT = {x / 4:.4f}, dual = {dual(x / 4):.4f}")
print(f"exact correlation length = {1 / inverse_length:.2f} "
      "lattice spacings")
print("checks complete")
```

It prints:

```
pair attraction epsilon = 0.0040 Ry
coordination number z = 4
1 Ry / k = 157887.5 K
Fowler-Guggenheim: kTc/epsilon = 1.0000
Fowler-Guggenheim: kTc = 0.004000 Ry, Tc = 631.6 K
Fowler-Guggenheim: Tc / exact Tc = 1.763
quasi-chemical: kTc/epsilon = 0.7213
quasi-chemical: kTc = 0.002885 Ry, Tc = 455.6 K
quasi-chemical: Tc / exact Tc = 1.272
exact: kTc/epsilon = 0.5673
exact: kTc = 0.002269 Ry, Tc = 358.3 K
exact: Tc / exact Tc = 1.000
strip crossing, widths 4 and 6: kTc/epsilon = 0.5720
strip crossing, widths 6 and 8: kTc/epsilon = 0.5687
one-phase example: kT = 0.0050 Ry, T = 789.4 K, x = 0.800
p/p(half) = 0.5: coverage FG = 0.1343, QC = 0.1595
p/p(half) = 0.5: coverage strip 10 = 0.1605, strip 8 = 0.1605
p/p(half) = 0.8: coverage FG = 0.2901, QC = 0.3469
p/p(half) = 0.8: coverage strip 10 = 0.3498, strip 8 = 0.3498
occupied-pair probability at half coverage: FG = 0.2500, QC = 0.2993, strip 10 = 0.3035
lower-temperature example: kT = 0.0025 Ry, T = 394.7 K, x = 1.600
FG coexisting coverages = 0.0547 and 0.9453
QC coexisting coverages = 0.1321 and 0.8679
Ising coupling J/kT = 0.4000, dual = 0.4839
exact correlation length = 5.96 lattice spacings
checks complete
```
